\section*{Double Counting for Hartree–Fock and GW References}

Take two orbitals, $d$ and $p$. Electrons repel each other with strength $U$ when both are on $d$, and with strength $V$ when one is on $d$ and one on $p$. Let $\rho_{dd}$ and $\rho_{pp}$ be the occupations per spin, equal for both spins. In Hartree--Fock theory an electron on $d$ feels the one opposite-spin electron density on $d$ and both spin densities on $p$:
\begin{equation}
\Sigma^{\rm HF}_{dd}=U\rho_{dd}+2V\rho_{pp}.
\end{equation}
Now treat the repulsion on $d$ by an impurity calculation that includes all effects of $U$. At first order the impurity gives $U\rho_{dd}$ again, so this term must be removed once. The term $2V\rho_{pp}$ must stay, because the impurity contains no $V$ and cannot replace it. Subtracting the whole of $\Sigma^{\rm HF}_{dd}$ would remove a real potential. The double counting is thus the part of the reference built from local quantities, which differs from the local matrix element of the reference.

To make this general, let the Hamiltonian be
\begin{equation}
H=\sum_{pq\sigma}h_{pq}c^\dagger_{p\sigma}c_{q\sigma}
+\frac12\sum_{pqrs\sigma\sigma'}(pq|rs)\,
c^\dagger_{p\sigma}c^\dagger_{r\sigma'}c_{s\sigma'}c_{q\sigma},
\end{equation}
with real orbitals and a state without spin polarization. Write $v$ for the set of all $(pq|rs)$. The propagator per spin is $G_{pq}(\tau)=-\langle Tc_p(\tau)c_q^\dagger\rangle$, so that $G_{pq}(0^-)=\rho_{pq}$. Let $\Phi[G,v]$ be the sum of closed skeleton diagrams, that is, diagrams without self-energy insertions, drawn with the full $G$. Varying both spins together at temperature $T$ gives
\begin{equation}
\Sigma_{pq}(i\omega)=\frac1{2T}\frac{\partial\Phi}{\partial G_{qp}(i\omega)}.
\label{derivative}
\end{equation}

Choose a correlated subspace $C$ and split $v=U+v'$, where $U$ holds the elements with all four indices in $C$. Every propagator line begins and ends at an interaction vertex. If all vertices are of type $U$, every line therefore has both ends in $C$, and
\begin{equation}
\Phi[G,U]=\Phi[G_C,U].
\end{equation}
This is the set of diagrams summed by an impurity solver with interaction $U$ and propagator $G_C$. A diagrammatic reference sums some chosen topologies, $\Phi_{\rm ref}[G,v]$, with every index allowed. A term belongs to both sets if its topology is in the reference and all its vertices are $U$. Requiring each term of the union to have weight one gives
\begin{align}
\Phi_{\rm tot}&=\Phi_{\rm ref}[G,v]+\Phi[G_C,U]-\Phi_{\rm DC},\\
\Phi_{\rm DC}&=\Phi_{\rm ref}[G,v]\big|_{v'=0}=\Phi_{\rm ref}[G_C,U].
\label{dc}
\end{align}
Any other subtraction changes the weight of some term in the formal expansion in $v$. In this sense the double counting is unambiguous.

The statement has conditions. The subspace, the impurity interaction and the variables of the functional must be fixed first; changing them changes the impurity problem and its overlap with the reference. If a screened $U$ is put into the impurity while Hartree--Fock uses the bare $v$, the two first-order terms are different expressions and no common set exists. The same holds for an approximate density-functional potential that is not given as a sum of diagrams. With several correlated sites, each treated as its own impurity, the rule is applied site by site and the results are added. For a reference beyond first order, such as $GW$, keeping $U$ on all sites at once would retain diagrams that travel between sites, which no single-site impurity contains.

For Hartree--Fock, the contractions of the interaction give
\begin{equation}
\Phi_{\rm HF}=\frac12\sum_{pqrs}(pq|rs)
\left(4\rho_{pq}\rho_{rs}-2\rho_{ps}\rho_{rq}\right).
\end{equation}
The factor 4 comes from two free spin sums, the factor 2 from the single spin sum left when exchange forces equal spins. Since $\rho=T\sum_\omega G(i\omega)e^{i\omega0^+}$, equation (\ref{derivative}) becomes half the derivative with respect to $\rho$. Each product contains $\rho$ twice and gives two equal contributions, so
\begin{equation}
\Sigma^{\rm HF}_{pq}=\sum_{rs}\rho_{rs}\left[2(pq|rs)-(pr|sq)\right].
\label{hf}
\end{equation}
For one correlated orbital, keeping only $U=(dd|dd)$ leaves $\Sigma^{\rm HF}_{\rm DC}=(2U-U)\rho_{dd}=U\rho_{dd}$. Suppose the other interactions that reach $d$ are $V_{dj}=(dd|jj)$ and $X_{dj}=(dj|jd)$. Then
\begin{equation}
\Sigma^{\rm HF}_{dd}-\Sigma^{\rm HF}_{\rm DC}
=\sum_{j\ne d}\rho_{jj}(2V_{dj}-X_{dj}).
\label{hfdiff}
\end{equation}

This subtraction also has the right high-frequency limit beyond mean field. Expanding $G(z)=1/z+M/z^2+\cdots$ gives $M_{pq}=\langle\{[c_p,H],c_q^\dagger\}\rangle$. The one-body part of $H$ contributes $h_{pq}$. In the interaction part, $c_q^\dagger$ removes one of the two annihilators in $c_r^\dagger c_sc_t$; one choice gives the Hartree term and the other, with a minus sign, exchange. Hence $M=h+\Sigma^{\rm HF}[\rho]$. Comparing with $G^{-1}=z-h-\Sigma$ shows that $\Sigma(i\infty)$ is (\ref{hf}) evaluated with the exact density matrix. For the impurity the limit is $U\rho_{dd}$, which the double counting cancels when both are evaluated with the same $G_{dd}$, as in the functional above. If the reference is not updated, the two differ by $U$ times the difference of the two values of $\rho_{dd}$. This remainder brings the local term up to date. The terms from the other orbitals still contain the old density, so the result differs from (\ref{hf}) evaluated with the new density matrix. Any error of the impurity in $\rho_{dd}$ itself also enters the difference from the exact limit.

For $GW$, define the polarization from the density operators $\sum_\sigma c_p^\dagger c_q$ and $\sum_\sigma c_r^\dagger c_s$. Contracting the two pairs and summing over spin gives
\begin{align}
P_{pq,rs}(\tau)&=2G_{qr}(\tau)G_{sp}(-\tau),\\
W&=v+vPW,\\
\Sigma^{\rm xc}_{pq}(\tau)&=-\sum_{rs}G_{rs}(\tau)W_{pr,sq}(\tau).
\label{gw}
\end{align}
The instantaneous part of $W$ is $v$, and with $G(0^-)=\rho$ it reproduces the exchange term of (\ref{hf}), sign included. The Hartree term is added separately.

Setting $v'=0$ for one orbital leaves rings of local bubbles. A ring with $n$ interactions has symmetry factor $1/(2n)$, from $n$ rotations and a reflection. The first-order term is already in $\Phi_{\rm HF}$, so the correlation part starts at $n=2$:
\begin{equation}
\Phi_{\rm ring}=-\frac T2\sum_\nu\sum_{n\ge2}\frac{(UP)^n}{n}
=\frac T2\sum_\nu\left[\ln(1-UP)+UP\right].
\end{equation}
Here $P(i\nu)=2T\sum_\omega G_{dd}(i\omega+i\nu)G_{dd}(i\omega)$. A given $G_{dd}(i\omega_0)$ can be either factor, so
\begin{equation}
\frac{\partial P(i\nu)}{\partial G_{dd}(i\omega_0)}
=2T\left[G_{dd}(i\omega_0-i\nu)+G_{dd}(i\omega_0+i\nu)\right].
\end{equation}
The derivative of the bracket with respect to $P$ is $-U/(1-UP)+U=-(W_{\rm imp}-U)$, where $W_{\rm imp}=U/(1-UP)$. This is even in $\nu$, so the two propagators contribute equally:
\begin{align}
\frac1{2T}\frac{\partial\Phi_{\rm ring}}{\partial G_{dd}(i\omega_0)}
&=\frac1{2T}\left(-\frac T2\right)(2T)(2)
\sum_\nu(W_{\rm imp}-U)G_{dd}(i\omega_0-i\nu)\nonumber\\
&=-T\sum_\nu G_{dd}(i\omega_0-i\nu)\left[W_{\rm imp}(i\nu)-U\right].
\end{align}
Finite differences of the ring functional confirm this derivative. Adding the first-order terms gives the complete double counting
\begin{equation}
\Sigma^{GW}_{\rm DC}(\tau)=2U\rho_{dd}\,\delta(\tau)
-G_{dd}(\tau)W_{\rm imp}(\tau).
\end{equation}
The phrase ``local $G$ times $W$'' covers the second term; the local Hartree term must be subtracted too.

The local projection of $GW$ follows from setting $p=q=d$ in (\ref{gw}). Apart from first-order terms, with $W^c=W-v$, its difference from the double counting is
\begin{equation}
\Delta(\tau)=-G_{dd}\left(W^c_{dd,dd}-W^c_{\rm imp}\right)
-\sum_{(r,s)\ne(d,d)}G_{rs}W^c_{dr,sd},
\label{gwdiff}
\end{equation}
where $W^c_{\rm imp}=W_{\rm imp}-U$ and all factors are taken at $\tau$. The first term arises because the surroundings change the effective interaction on $d$. The second involves products of different orbitals. If the interaction couples only densities, $(dr|ab)$ vanishes for $r\ne d$; since $W$ begins and ends with $v$, the second term then vanishes.

The first term can be followed in powers of the interaction. With intersite $V$, $W_{dd,dd}$ contains second-order terms such as $V_{dj}P_{jj,jj}V_{jd}$, absent from $W_{\rm imp}$. With on-site interactions alone, a fluctuation must leave $d$, interact on $j$ and return, so the first difference is $UP_{dj}U_jP_{jd}U$, with $P_{dj}=P_{dd,jj}$. This was tested in the model below with $X_{dp}=0$, the propagator held fixed and all interactions multiplied by a small common factor. Halving that factor gives the order 1.997 with intersite $V$ and 2.995 with on-site interactions alone, in agreement with two and three.

A functional of both $G$ and $W$ changes this comparison. The impurity then has a frequency-dependent interaction $\mathcal U$, chosen, where a solution exists, so that its full screened interaction equals $W_{\rm loc}=W_{dd,dd}$. From $W_{\rm loc}^{-1}=\mathcal U^{-1}-P_{\rm imp}$, with $P_{\rm imp}$ the full impurity polarization,
\begin{equation}
\mathcal U=\frac{W_{\rm loc}}{1+P_{\rm imp}W_{\rm loc}}.
\end{equation}
The $GW$ diagram with all indices in $C$ is now $-G_{dd}W_{\rm loc}$. The first term of (\ref{gwdiff}) disappears, and for density-density interactions the exchange-correlation part of the projection coincides with local $GW$. The Hartree part still differs. For density-density interactions, the exchange-correlation parts of local and projected $GW$ are therefore equal in this scheme and generally different in the previous one, while the counting rule is the same.

A worked model has one correlated orbital $d$ and two ligand orbitals $p_1,p_2$, four electrons and $T=0.1$ eV. The parameters are $U=4$, $U_p=2$, $V_{dp}=1$, $V_{pp}=0.5$ and $X_{dp}=0.2$ eV; the one-body matrix is the array \texttt{h} in the program. Self-consistent Hartree--Fock puts 1.038 electrons on $d$ and $1.526+1.436=2.962$ on the ligands. The double counting is $4\times1.038/2=2.076$ eV. The ligands add a Hartree field of $1\times2.962=2.962$ eV and exchange of $-0.2\times2.962/2=-0.296$ eV. The projection is thus $2.076+2.962-0.296=4.742$ eV, and the amount wrongly removed by subtracting it is 2.666 eV.

The effect on the occupation can be computed without fitting a bath, because the ligands are the complete bath of $d$. The embedded one-body matrix is the Hartree--Fock matrix with the chosen subtraction on $d$; the ligand mean field is not updated, and the chemical potential keeps the mean electron number at four. Exact diagonalization of the original model gives 1.057 electrons on $d$. The embedded calculation gives 1.031 with the correct double counting and 1.488 with the projection. The respective errors are $-0.026$ and $+0.431$ electrons. Hartree--Fock alone, at 1.038, is slightly closer here than the correct embedding, so correct counting does not guarantee an improved occupation.

In $GW$ the zero-frequency interactions are $W_{\rm imp}=1.68$ eV and $W_{\rm loc}=2.54$ eV. In this model the surroundings weaken the screening on $d$; the sign need not carry over to a solid, where the surroundings have many transitions of their own that couple to $d$ and add screening. To see why, suppose charge leaving $d$ is shared equally by the ligands, neglect $X_{dp}$, and write $P=-a\,uu^{\mathsf T}$ with $u=(1,-\tfrac12,-\tfrac12)$. Multiplying $W=v-a\,vuu^{\mathsf T}W$ by $u^{\mathsf T}$ gives $u^{\mathsf T}W=u^{\mathsf T}v/(1+a\,u^{\mathsf T}vu)$. Therefore
\begin{equation}
W_{\rm loc}=U-\frac{a(U-V_{dp})^2}
{1+a\left[U-2V_{dp}+(U_p+V_{pp})/2\right]}.
\end{equation}
With $a=0.344$ eV$^{-1}$ from the impurity polarization, this is $4-0.344\times9/(1+0.344\times3.25)=2.54$ eV. In the model the ligands actually take shares of 0.37 and 0.63. Because both have the same $V_{dp}$, the numerator does not depend on the split, and the factor 3.25 rises only to 3.30. The actual $P$ also contains a term of $-0.22$ eV$^{-1}$ that moves charge between the two ligands; equal $V_{dp}$ means $d$ does not couple to it directly, and it changes $W_{\rm loc}$ by less than 0.01 eV. Without the ligand interactions the same formula gives $W_{\rm imp}=U-aU^2/(1+aU)$. Displaced charge still repels $d$ through $V_{dp}$. It is therefore driven away by $U-V_{dp}$ instead of $U$, and each unit that leaves lowers the potential on $d$ by $U-V_{dp}$ instead of $U$. The product of these factors falls from 16 to 9 eV$^2$, which outweighs the fall of the denominator from 2.38 to 2.12. The repulsion within the ligands, $(U_p+V_{pp})/2$, also matters: it makes it costlier to place charge there and keeps the denominator from falling to 1.69. Without it the formula would give 2.17 eV instead of 2.54 eV.

At the lowest Matsubara frequency, 0.314 eV, the correlation part of projected $GW$ is $-0.0119-0.0306i$ eV, against $-0.0193-0.0465i$ eV for local $GW$. Of their difference, $0.0074+0.0159i$ eV, the changed interaction supplies $0.0061+0.0165i$ eV and mixed orbital products $0.0013-0.0006i$ eV.

Correct counting does not make the combined theory complete. At second order there are two topologies, a ring and its exchange partner:
\begin{align}
\Sigma^{\rm ring}_{pq}&=-2\sum G_{rs}(\tau)G_{bc}(\tau)G_{da}(-\tau)
(pr|ab)(cd|sq),\\
\Sigma^{\rm ex}_{pq}&=+\sum G_{rs}(\tau)G_{bc}(\tau)G_{da}(-\tau)
(pr|ab)(sd|cq).
\end{align}
The sums run over $r,s,a,b,c,d$, with $d$ here a running index. Exchanging the ends of the two forward lines removes a closed loop, hence its spin factor 2 and its minus sign. $GW$ supplies all rings, the impurity supplies local rings and local exchange, and the double counting removes the repeated local rings. Exchange diagrams whose two vertices do not both belong to the same impurity interaction are missing. For on-site interactions alone, the self-energy between sites $i\ne j$ is $-2U_iU_jG_{ij}(\tau)^2G_{ji}(-\tau)$ in $GW$, while exchange adds half this size with opposite sign. The combined theory then gives twice the correct intersite value at second order.

If the projected $GW$ term is subtracted instead, the local correlation self-energy reduces to that of the impurity, and nonlocal rings are lost as well. In the model, the exact second-order coefficient on $d$ is $-0.0212-0.0383i$ eV. Correct counting gives $-0.0031-0.0098i$ eV and projection $-0.0393-0.0668i$ eV. Their errors have equal size, about 77\% of the exact modulus, and opposite signs. When both forward lines carry the same spatial level, exchanging them leaves the product unchanged, so exchange is minus half the ring. This applies to the particle lines here, since one level is empty. For the hole lines, let $m\ne n$ be the two occupied levels, $k$ the empty one, and $\phi_m(x)$ the real coefficient of level $m$ on orbital $x$. With $d$ again the correlated orbital, the ring contains $(dm|kn)^2$ and exchange contains $(dm|kn)(dn|km)$. Orthogonality of the levels gives $\sum_{j\ne d}\phi_k(j)\phi_n(j)=-\phi_k(d)\phi_n(d)$, and likewise for the other pairs, so
\begin{equation}
(dm|kn)=(U-V_{dp}-2X_{dp})\,\phi_m(d)\phi_n(d)\phi_k(d).
\end{equation}
This is symmetric in $m$ and $n$, so exchange is minus half the ring here too, apart from thermal occupations of order $10^{-5}$. For unequal ligands, $(dm|kn)-(dn|km)=\sum_{j\ne d}(V_{dj}-X_{dj})\,\phi_k(j)\left[\phi_m(d)\phi_n(j)-\phi_n(d)\phi_m(j)\right]$, which orthogonality sets to zero when $V_{dj}-X_{dj}$ is the same for both ligands. The equal size of the two errors rests on this condition and on the single empty level, and is not general.

At full coupling the exact correlation self-energy on $d$ is $-0.0132-0.0486i$ eV. Taking the impurity from the correctly counted Hartree--Fock embedding and $GW$ from the Hartree--Fock propagator, $GW$ plus impurity minus local $GW$ gives $-0.0160-0.0507i$ eV. The same impurity alone, which is what remains if projection is used for the correlation part only and the Hartree--Fock embedding is kept correct, gives $-0.0234-0.0666i$ eV. The errors are 7\% and 41\% of the exact modulus. At second order the two errors have equal size, so the closer agreement arises from higher orders, and it involves cancellation between orders. If the interaction is scaled about the fixed Hartree--Fock propagator, the error of correct counting changes sign between 0.75 and 1 times the full coupling; it is about 10\% at 0.5, 3\% at 0.75 and 32\% at 1.5, where the impurity alone also errs by 32\%. One model does not show how general it is. What the counting argument secures is the weight of each included diagram; the accuracy depends on the diagrams left out.

\section*{Computed values}
\begin{verbatim}
INPUT (eV): T = 0.1  electrons = 4
one-body h rows: [[-1.0, -1.0, -0.8], [-1.0, 0.0, 0.3], [-0.8, 0.3, 0.5]]
onsite U (d,p1,p2): [4.0, 2.0, 2.0]
V_dp, V_pp, X_dp: 1.0 0.5 0.2
lowest Matsubara frequency w0: 0.3142 eV
HARTREE-FOCK
HF levels minus mu (eV): [-1.9332, -1.1017, 1.1016]
HF occupations d,p1,p2: [1.038, 1.5261, 1.4359]
projected HF self-energy on d: 4.7418 eV
HF double counting U*rho_dd: 2.0759 eV
difference: 2.6658 eV
  Hartree field of ligands: 2.9620 eV
  exchange with ligands: -0.2962 eV
GW, correlation part on d at i*w0
P_imp at zero frequency: -0.3444 1/eV
W_imp at zero frequency: 1.6825 eV
W_loc of lattice at zero frequency: 2.5436 eV
projected GW: -0.0119 -0.0306i eV
local GW (double counting): -0.0193 -0.0465i eV
difference: 0.0074 +0.0159i eV
  screening by ligands: 0.0061 +0.0165i eV
  mixed orbital products: 0.0013 -0.0006i eV
local GW Hartree term 2*U*rho_dd: 4.1519 eV
local GW Fock term -U*rho_dd: -2.0759 eV
frequency cutoff change, half to full: 5.2e-09 eV
order of difference, onsite only: 2.995
order of difference, with intersite V: 1.997
SECOND ORDER on d at i*w0, HF propagator
exact diagonalization: -0.0212 -0.0383i eV
GW + impurity - local GW: -0.0031 -0.0098i eV
GW + impurity - projected GW: -0.0393 -0.0668i eV
missing nonlocal exchange: -0.0181 -0.0285i eV
nonlocal rings lost by projection: 0.0362 +0.0570i eV
FULL COUPLING
exact high-frequency self-energy on d: 4.7627 eV
HF formula with exact density: 4.7627 eV
impurity high-frequency self-energy: 2.0626 eV
U*rho_dd of impurity: 2.0626 eV
d occupation, exact: 1.0570 electrons
d occupation, HF: 1.0380 electrons
d occupation, HF+imp, correct DC: 1.0313 electrons
d occupation, HF+imp, projected DC: 1.4880 electrons
correlation self-energy, exact: -0.0132 -0.0486i eV
same, impurity alone (projected DC): -0.0234 -0.0666i eV
same, GW + impurity - local GW: -0.0160 -0.0507i eV
\end{verbatim}
